\section*{When step density fails as a proxy for kinematic specular intensity}

\section{The failure to be controlled}

Suppose a growth simulation is compared with electron-diffraction oscillations by plotting its step density upside down. In the simulation described below, the flux is stopped at half a monolayer and the islands coarsen. The step density falls from 0.323 to 0.071, and a proxy calibrated at the moment of interruption reports that the specular intensity has recovered from 0 to 0.78 of its flat-surface value. The kinematic intensity of the same surface, with full lateral coherence and at antiphase, is still zero. A second failure is less visible: a calibration made at one deposition flux gives wrong intensities at another, although intensity and step density remain strongly correlated in each run.

Both failures have one cause, which can be measured on each snapshot. The scheme below computes the intensity, the step density and the quantity that connects them.

\section{Definitions and regime}

The film is a solid-on-solid surface: integer heights $h_j$ on a periodic square lattice of $N$ sites, without overhangs. Lengths are in lattice sites, coverage $\theta$ in monolayers (ML). Scattering is kinematic: each column contributes one wave of equal strength, without multiple scattering, shadowing or refraction. With $\varphi$ the phase per layer, the specular intensity relative to a flat film is
\begin{equation}
I(\varphi)=\Big|\frac1N\sum_j e^{i\varphi h_j}\Big|^2
=\Big|\sum_n p_n e^{i\varphi n}\Big|^2 ,
\label{eq:I}
\end{equation}
where $p_n$ is the fraction of columns of height $n$. The second form follows by grouping equal heights. It shows that $I$ depends on how many columns have each height, not on where they stand.

Unless stated otherwise, $\varphi=\pi$ and $I=I(\pi)$. Put $u_j=(-1)^{h_j}$, so $I=(N^{-1}\sum_j u_j)^2$. Let $S$ be the fraction of the $2N$ nearest-neighbour bonds whose height difference is odd. The ordinary step density counts every unequal pair and is $S+S_{\rm e}$, with $S_{\rm e}$ the fraction of bonds with an even, nonzero difference.

\section{The relation between the two signals}

Define the diffraction profile
\begin{equation}
P(\mathbf k)=\Big|\frac1N\sum_j u_j e^{-i\mathbf k\cdot\mathbf r_j}\Big|^2 ,
\qquad P(0)=I .
\end{equation}
Multiply by $e^{i\mathbf k\cdot\mathbf d}$, with $\mathbf d$ a lattice vector, and sum over the $N$ allowed $\mathbf k$:
\begin{align}
\sum_{\mathbf k}P(\mathbf k)e^{i\mathbf k\cdot\mathbf d}
&=\frac1{N^2}\sum_{j,l}u_ju_l\sum_{\mathbf k}
e^{-i\mathbf k\cdot(\mathbf r_j-\mathbf r_l-\mathbf d)}\nonumber\\
&=\frac1N\sum_l u_l\,u_{l+\mathbf d}\equiv G(\mathbf d),
\label{eq:WK}
\end{align}
because the inner sum is $N$ if $\mathbf r_j=\mathbf r_l+\mathbf d$ and zero otherwise. Setting $\mathbf d=0$ gives $\sum_{\mathbf k}P=1$, since $u_l^2=1$.

Let $G_1$ be the mean of $G$ over the two bond directions. As $G$ is real, only the cosines survive:
\begin{equation}
G_1=\sum_{\mathbf k}P(\mathbf k)\gamma(\mathbf k),\qquad
\gamma(\mathbf k)=\tfrac12(\cos k_x+\cos k_y).
\end{equation}
On a bond, $u_lu_{l+\mathbf d}$ is $-1$ for an odd height difference and $+1$ otherwise. Hence $G_1=(1-S)-S=1-2S$, and
\begin{equation}
S=\tfrac12(1-G_1)=\tfrac12\sum_{\mathbf k}P(\mathbf k)\,[1-\gamma(\mathbf k)] .
\label{eq:spectral}
\end{equation}
The specular term has zero weight because $\gamma(0)=1$. The remaining terms carry total intensity $1-I$. For $I<1$, define the mean of $\gamma$ over this diffuse part,
\begin{equation}
g=\frac{1}{1-I}\sum_{\mathbf k\ne0}P(\mathbf k)\gamma(\mathbf k).
\end{equation}
Equation~\eqref{eq:spectral} becomes $S=\frac12[(1-I)-(1-I)g]$, that is
\begin{equation}
S=\tfrac12(1-I)(1-g),\qquad I=1-\frac{2S}{1-g}.
\label{eq:main}
\end{equation}
This holds for any number of exposed layers. Step density is the total diffuse intensity times a factor for the shape of the diffuse profile. A profile concentrated near $\mathbf k=0$, as for large islands, has $g$ near 1 and few steps.

\subsection{Error of a calibrated proxy}

A proxy that is linear in $S$ and correct for a flat surface has the form $\hat I=1-\kappa S$. Write $\kappa=2/(1-g_0)$, which defines the value $g_0$ assumed by the calibration. Inserting \eqref{eq:main},
\begin{align}
\hat I-I&=(1-I)-\frac{(1-I)(1-g)}{1-g_0}\nonumber\\
&=(1-I)\,\frac{(1-g_0)-(1-g)}{1-g_0}
=(1-I)\,\frac{g-g_0}{1-g_0}.
\label{eq:error}
\end{align}
For $\kappa>0$ the denominator is positive, so the absolute error is at most $\varepsilon$ if and only if
\begin{equation}
|g-g_0|\le\frac{\varepsilon\,(1-g_0)}{1-I}.
\label{eq:criterion}
\end{equation}
The condition is strictest at the intensity minima. Errors here are in units of the flat-surface intensity.

\section{Limits}

\paragraph{Random deposition without hopping.} For large $N$ the heights are independent Poisson variables of mean $\theta$. Then
\begin{equation}
\langle u\rangle=e^{-\theta}\sum_n\frac{(-\theta)^n}{n!}=e^{-2\theta},
\end{equation}
so $I=e^{-4\theta}$. Neighbours are independent, so $G_1=\langle u\rangle^2=e^{-4\theta}$ and $S=(1-I)/2$. Comparison with \eqref{eq:main} gives $g=0$: the proxy works, but there are no oscillations to follow. At $\theta=0.5$ these laws give $I=0.135$ and $S=0.432$; averages over 300 random surfaces give 0.135 and 0.433.

\paragraph{Separate square islands.} With two exposed levels,
\begin{align}
I(\varphi)&=|1-\theta+\theta e^{i\varphi}|^2
=(1-\theta)^2+\theta^2+2\theta(1-\theta)\cos\varphi\nonumber\\
&=1-4\theta(1-\theta)\sin^2(\varphi/2).
\label{eq:two}
\end{align}
Let there be $\nu$ islands per site, each of side $a$, so $\theta=\nu a^2$. An island has $4a$ edge bonds; dividing $4a\nu N$ by $2N$ gives $S=2\nu a=2\sqrt{\nu\theta}$. At antiphase $1-I=4\theta(1-\theta)$, and therefore
\begin{equation}
1-g=\frac{2S}{1-I}=\frac{\sqrt{\nu/\theta}}{1-\theta}.
\label{eq:islands}
\end{equation}
At fixed $\nu$ this has a minimum at $\theta=1/3$, where it is $2.60\sqrt\nu$; it is $2.80\sqrt\nu$ at $\theta=0.2$ and $2.83\sqrt\nu$ at $\theta=0.5$. As long as $\nu$ stays fixed, the best single calibration for this coverage range, $1-g_0=2.72\sqrt\nu$, has errors of at most 0.04; calibrating at $\theta=0.5$ gives errors up to 0.07, and at $\theta=1/3$ up to 0.09. Changing the island density at fixed coverage changes $S$ as $\sqrt\nu$ and leaves $I$ alone, so the calibration does not transfer. The estimate ceases to apply when islands merge.

\paragraph{Other phases.} If all steps are one layer high, the neighbour average of $\cos\varphi(h_i-h_j)$ is $1-2S\sin^2(\varphi/2)$. At $\varphi=2\pi$ this is 1 whatever $S$ is, and \eqref{eq:I} gives $I=1$. The intensity then contains no information on steps.

\paragraph{Finite coherence.} Let pairs of neighbouring sites scatter coherently and different pairs incoherently. The mean intensity is $\langle(u_i+u_j)^2/4\rangle=(1+G_1)/2=1-S$. At antiphase, inverted step density is therefore the signal of an instrument with a coherence length of two sites. Let $I_B$ denote the corresponding average over coherent patches of $B\times B$ sites; when $B$ reaches the lattice size, $I_B=I$.

\section{Growth algorithm}

Atoms arrive at unit rate per site, which makes the time unit the deposition time of 1 ML. The top atom of column $i$ has $n$ lateral neighbours, the number of adjacent columns with $h_k\ge h_i$. It hops at total rate $Rb^n$ to one of the four adjacent columns, chosen at random. Bare substrate is immobile, and there is no extra barrier at step edges.

These rates obey detailed balance for the energy $E=-J\sum_{\langle ij\rangle}\min(h_i,h_j)$ with $b=e^{-J/k_{\rm B}T}$. Removing the atom breaks $n$ bonds, and placing it on the new column makes $n'$ bonds, so $E_B-E_A=J(n-n')$. The equilibrium weights satisfy $w_A/w_B=e^{(E_B-E_A)/k_{\rm B}T}=b^{\,n'-n}$, hence $w_A\,Rb^n/4=w_B\,Rb^{n'}/4$.

\begin{verbatim}
keep lists M[0..4] of mobile top atoms by n
repeat
  W = F*N + sum_n R*b^n*len(M[n])   (F=1; F=0 if stopped)
  t = t + 1/W                      (mean residence time)
  choose deposition or class n in proportion to its weight
  deposition: choose a column i; change(i,+1)
  hop: choose i in M[n] and a neighbour j
       change(i,-1); change(j,+1)
  at chosen coverages:
       I = (mean of (-1)^h)^2
       S = fraction of bonds with odd height difference
       if I < 1: g = 1 - 2*S/(1-I)

change(i,d):
  old = h[i];  h[i] = old + d
  edge = h[i] if d=+1, else old
  neighbours k with h[k]=edge: move k to class n_k + d
  recount n_i (column leaves the lists if h[i]=0)
\end{verbatim}

Only neighbours at height \texttt{edge} change class, because only for them does the truth of $h_i\ge h_k$ change.

The simulator was tested with three atoms on $4\times4$ sites at $b=0.2$, against a Boltzmann sum over all states. The mean number of lateral bonds was 1.458, against 1.455 from the sum. Equal weights for all states would give 0.63, so this quantity responds to wrong bond rates. $S$ would be a poor choice here: it is 0.260 with Boltzmann weights and 0.262 with equal ones.

\paragraph{Cost.} An event changes at most two columns and inspects their eight neighbour links, so its cost does not grow with $N$. Memory and each measurement of $I$ and $S$ scale as $N$. An independent evaluation of $g$ from $P(\mathbf k)$ by fast Fourier transform costs $N\log N$. The number of hops per monolayer depends on $R$, $b$ and the morphology.

\paragraph{Stability.} The event scheme has no time step to choose. The sensitive operation is the division by $1-I$. Differentiating $g=1-2S/(1-I)$ and using \eqref{eq:main},
\begin{equation}
\delta g=-\frac{2\,\delta S}{1-I}-\frac{(1-g)\,\delta I}{1-I},
\end{equation}
so an error of given size in $S$ or $I$ alone has more effect on $g$ near a flat surface, while \eqref{eq:error} makes $g$ matter less there. The sampling fluctuations of $S$ and $I$ can themselves shrink together near a flat surface, so the scatter of $g$ need not grow. When $I$ and $S$ are averaged over runs before $g$ is formed, the result is the mean of $g$ weighted by $1-I$.

\section{Growth at three fluxes}

The example has $40\times40$ sites, $b=0.001$ and $R=300$, 3000 and 30000. Keeping $b$ fixed means that the flux changes at constant temperature. Two seeds were run to 2 ML for each $R$, with samples every 0.05 ML. Averages over seeds are:

\begin{center}
\begin{tabular}{rcccc}
$R$ & $\theta$ & $I$ & $S$ & $g$\\
300 & 0.2 & 0.37 & 0.230 & 0.27\\
300 & 0.5 & 0.00 & 0.367 & 0.27\\
300 & 1.0 & 0.09 & 0.355 & 0.22\\
30000 & 0.2 & 0.36 & 0.155 & 0.51\\
30000 & 0.5 & 0.00 & 0.231 & 0.54\\
30000 & 1.0 & 0.59 & 0.113 & 0.44
\end{tabular}
\end{center}

The largest half-difference between seeds was 0.09 in $I$ and 0.03 in $S$. At 0.2 ML, \eqref{eq:two} gives $I=(1-0.4)^2=0.36$, close to both runs. Their values of $1-I$ differ by 1\%, whereas $S$ is 1.48 times larger at $R=300$.

Minimising $\sum(1-I-\kappa S)^2$ over the samples of a run requires $\sum S(1-I-\kappa S)=0$, so $\kappa=\sum S(1-I)/\sum S^2$. At $R=300$ this gives $\kappa=2.654$ and $g_0=1-2/2.654=0.246$. Applied at $R=30000$ and 0.5 ML, the proxy returns
\begin{equation}
\hat I=1-2.654\times0.231=0.39,
\end{equation}
where the true intensity is 0.00. Equation~\eqref{eq:error} accounts for the difference: $(0.539-0.246)/(1-0.246)=0.39$. For $\varepsilon=0.1$ at an intensity minimum, \eqref{eq:criterion} allows $|g-g_0|\le0.075$; the actual difference is 0.29.

\begin{center}
\begin{tabular}{rcccc}
$R$ & own $\kappa$ & own rms & transferred rms & within 0.1\\
300 & 2.65 & 0.03 & 0.03 & 100\%\\
3000 & 3.13 & 0.04 & 0.13 & 30\%\\
30000 & 4.25 & 0.06 & 0.29 & 9\%
\end{tabular}
\end{center}

The last two columns use the calibration from $R=300$. Other pairs of seeds move $\kappa$ by up to about 0.1, the rms errors by about 0.01 and the percentages by up to about 8 points. With its own calibration, the run at $R=30000$ has 91\% of its samples within 0.1. The correlation coefficient of $I$ and $S$ lies between about $-0.96$ and $-0.99$ at all three fluxes. It does not reveal the transfer error, because it is unaffected by a change of slope.

Using the ordinary step density adds $-\kappa S_{\rm e}$ to the error. The largest $S_{\rm e}$ was 0.059 at $R=300$, which with $\kappa=2.654$ shifts the proxy by $-0.16$. At $R=30000$ it was at most 0.002.

\section{Interrupted growth}

A film grown at $R=3000$ was stopped at 0.5 ML and relaxed with unchanged hop rates. Time is in units of $1/R$, the mean waiting time of a free adatom.

\begin{center}
\begin{tabular}{cccccc}
time & $I$ & $S$ & $\hat I$ & $I_4$ & $I_8$\\
0 & 0.000 & 0.323 & 0.00 & 0.18 & 0.03\\
$4.5\times10^6$ & 0.000 & 0.162 & 0.50 & 0.40 & 0.05\\
$2.8\times10^7$ & 0.000 & 0.111 & 0.66 & 0.57 & 0.22\\
$1.5\times10^8$ & 0.000 & 0.071 & 0.78 & 0.69 & 0.43
\end{tabular}
\end{center}

Deposited atoms are conserved. If a fraction $p_2$ of columns has height 2 and none is higher, then $p_1=\frac12-2p_2$ and $p_0=\frac12+p_2$. The antiphase amplitude is $p_0-p_1+p_2=4p_2$, so $I=16p_2^2$. The initial $p_2=0.0037$ gives $I=0.0002$; at the later times sampled, no second-layer atoms remain and $I=0$. As long as only two levels are exposed, coarsening at half coverage cannot raise this intensity, because it moves diffuse intensity towards $\mathbf k=0$ without putting any into $\mathbf k=0$. Since $I\simeq0$, $g=1-2S$ rises from 0.35 to 0.86, and \eqref{eq:error} gives $(0.86-0.35)/(1-0.35)=0.78$, the whole apparent recovery.

Randomly permuting the columns of the final film leaves $I$ unchanged and raises the mean $S$ from 0.071 to 0.501. Steps register lateral order to which the fully coherent specular beam is blind.

The patch intensities do recover. The table shows one run and one placement of the patch grid; with other seeds and placements the final values lie at about 0.68--0.78 for $I_4$, 0.39--0.62 for $I_8$, 0.06--0.07 for $S$ and 0.78--0.81 for $\hat I$. With two exposed levels, this means that one level increasingly outweighs the other within a patch. An observed recovery at half coverage is therefore compatible with kinematic scattering if the coherence length is finite, and its size then depends on the instrument as well as on the surface. It is large only when the patches are no larger than about the island size: at the final time, $20\times20$ patches give only about 0.04--0.14.

\section{Use with real growth experiments}

Real diffraction instruments have finite coherence and collect some diffuse intensity with the specular spot. In the final film above, this alone moves the signal from 0 to 0.43 for $8\times8$ patches and to 0.69 for $4\times4$ patches. These patches are much smaller than the coherence areas usual in practice, and the whole lattice is only about ten nanometres wide for typical atomic spacings. The lower values of $R$ describe unusually slow surface diffusion relative to the flux. The choice $b=0.001$ corresponds to a bond energy of about 0.36~eV at 600~K, a plausible magnitude; with it, the full relaxation lasts $1.5\times10^8/3000\approx5\times10^4$ monolayer deposition times, far longer than a usual growth interruption. At grazing incidence, real electrons also scatter several times and may be scattered diffusely by step edges. This model does not bound that contribution, so agreement of a measured curve with $1-\kappa S$ does not show that the kinematic intensity behaves in the same way.

For kinematic comparisons, compute $I$ directly from the heights, at the experimental phase and coherence length. Where a step-density proxy is kept, record $g$ and apply \eqref{eq:criterion}; recalibrate whenever flux, temperature or interruption changes the island spacing. Besides the values tabulated above, the program prints those at 0.8, 1.5 and 2.0~ML and those for $R=3000$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
equilibrium test, S: KMC 0.2595, Boltzmann 0.2595, equal weights 0.2623
equilibrium test, I: KMC 0.4340, Boltzmann 0.4343, equal weights 0.5083
equilibrium test, lateral bonds: KMC 1.4578, Boltzmann 1.4545, equal weights 0.6275
stripes 10 and 20 wide: S = 0.025, 0.025; I = 0.250, 0.000
random deposition, 0.5 ML: I = 0.1354 (law 0.1353), S = 0.4328 (law 0.4323)
lattice 40 x 40 sites, bond factor b = 0.001, 2 seeds per run
R=300 coverage 0.2 ML: I=0.369 S=0.230 g=0.271
R=300 coverage 0.5 ML: I=0.002 S=0.367 g=0.265
R=300 coverage 0.8 ML: I=0.075 S=0.360 g=0.223
R=300 coverage 1.0 ML: I=0.085 S=0.355 g=0.224
R=300 coverage 1.5 ML: I=0.014 S=0.366 g=0.258
R=300 coverage 2.0 ML: I=0.042 S=0.361 g=0.246
R=300 largest half-difference of seeds: I 0.048, S 0.028
R=300 largest bond fraction with even steps: 0.0587
R=3000 coverage 0.2 ML: I=0.362 S=0.201 g=0.370
R=3000 coverage 0.5 ML: I=0.000 S=0.321 g=0.357
R=3000 coverage 0.8 ML: I=0.239 S=0.268 g=0.297
R=3000 coverage 1.0 ML: I=0.398 S=0.202 g=0.329
R=3000 coverage 1.5 ML: I=0.001 S=0.307 g=0.385
R=3000 coverage 2.0 ML: I=0.216 S=0.253 g=0.354
R=3000 largest half-difference of seeds: I 0.041, S 0.020
R=3000 largest bond fraction with even steps: 0.0169
R=30000 coverage 0.2 ML: I=0.362 S=0.155 g=0.514
R=30000 coverage 0.5 ML: I=0.000 S=0.231 g=0.539
R=30000 coverage 0.8 ML: I=0.325 S=0.172 g=0.491
R=30000 coverage 1.0 ML: I=0.593 S=0.113 g=0.444
R=30000 coverage 1.5 ML: I=0.000 S=0.217 g=0.566
R=30000 coverage 2.0 ML: I=0.455 S=0.150 g=0.449
R=30000 largest half-difference of seeds: I 0.086, S 0.022
R=30000 largest bond fraction with even steps: 0.0016
0.2 ML, ratio of R=300 to R=30000: S 1.48, 1-I 0.99
R=300 correlation of I and S: phase pi -0.986, pi/2 -0.903
R=300 own calibration: kappa=2.654 g0=0.246 rms=0.029 within 0.1: 100 %
R=300 R=300 calibration: kappa=2.654 g0=0.246 rms=0.029 within 0.1: 100 %
R=3000 correlation of I and S: phase pi -0.973, pi/2 -0.944
R=3000 own calibration: kappa=3.129 g0=0.361 rms=0.042 within 0.1: 100 %
R=3000 R=300 calibration: kappa=2.654 g0=0.246 rms=0.132 within 0.1: 30 %
R=30000 correlation of I and S: phase pi -0.967, pi/2 -0.971
R=30000 own calibration: kappa=4.253 g0=0.530 rms=0.063 within 0.1: 91 %
R=30000 R=300 calibration: kappa=2.654 g0=0.246 rms=0.294 within 0.1: 9 %
relaxation t=0 hop times: I=0.0002 S=0.323 proxy=0.000 I4=0.176 I8=0.032
  fraction of sites at height 2 or more: 0.0037
relaxation t=4.52e+06 hop times: I=0.0000 S=0.162 proxy=0.499 I4=0.402 I8=0.053
  fraction of sites at height 2 or more: 0.0000
relaxation t=2.79e+07 hop times: I=0.0000 S=0.111 proxy=0.658 I4=0.571 I8=0.217
  fraction of sites at height 2 or more: 0.0000
relaxation t=1.49e+08 hop times: I=0.0000 S=0.071 proxy=0.781 I4=0.694 I8=0.426
  fraction of sites at height 2 or more: 0.0000
relaxed film, columns shuffled: I=0.0000, mean S=0.501
\end{verbatim}
